# When 0.01 Percent of a Contact Carries Half the Current

**Question**

I am stuck on an exercise about metal-semiconductor contacts. "Large low-barrier regions cover 0.01 percent of a contact and lie 0.2 eV below the rest. Show that they carry half the thermionic current at about 252 K."

I know that thermionic current contains $e^{-\Phi/kT}$, but I am given neither the barrier $\Phi$, nor the contact area, nor the voltage. How can a temperature follow from so little? I also don't see what the word "large" does. If only the total low-barrier area counts, why should the size of each region matter? And would a real silicon diode do this at 252 K, or is the number an idealization?

**Answer**

The missing data cancel, because the question concerns a ratio of two currents flowing through the same semiconductor at the same voltage. The word "large" is what allows you to treat them as two independent diodes in parallel. I'll derive the current first, so that you can see what cancels, and then examine the idealizations.

**The current through a uniform region**

In the algebra I use atomic units, $\hbar=m_e=e=1$, and write $T$ for the thermal energy $kT$. Take an n-type semiconductor. Its conduction-band edge lies $\zeta$ above the Fermi level in the bulk and rises by the band bending $B$ towards the metal. At zero bias the barrier, measured from the metal Fermi level, is

$$\Phi=\zeta+B .$$

A forward voltage $V$ reduces the bending, so that $\zeta+B=\Phi-V$.

Consider one conduction-band valley with masses $m_x,m_y,m_z$ along its principal axes, where $x$ points towards the metal. Electrons are sparse, so a state with kinetic energy $E$ has the Boltzmann occupation $e^{-(\zeta+E)/T}$. There are $2/(2\pi)^3$ states per unit volume of real and momentum space, the 2 coming from spin. An electron moves towards the metal at $v_x=p_x/m_x$ and gets over the barrier if $p_x^2/(2m_x)>B$. Its transverse momentum is conserved and gives no help. The flux is therefore

$$J_\rightarrow=\frac{2e^{-\zeta/T}}{(2\pi)^3}
\int_{\sqrt{2m_xB}}^{\infty}\frac{p_x}{m_x}e^{-p_x^2/2m_xT}dp_x
\int_{-\infty}^{\infty}e^{-p_y^2/2m_yT}dp_y
\int_{-\infty}^{\infty}e^{-p_z^2/2m_zT}dp_z .$$

In the first integral put $w=p_x^2/(2m_x)$, so $dw=p_xdp_x/m_x$:

$$\int_B^\infty e^{-w/T}dw=Te^{-B/T}.$$

The other two are Gaussian integrals, $\sqrt{2\pi m_yT}$ and $\sqrt{2\pi m_zT}$. Their product is $2\pi T\sqrt{m_ym_z}$. Hence

$$J_\rightarrow=\frac{2}{8\pi^3}\,2\pi T^2\sqrt{m_ym_z}\,e^{-(\zeta+B)/T}
=\frac{\sqrt{m_ym_z}}{2\pi^2}T^2e^{-(\Phi-V)/T}.$$

Summing over valleys replaces $\sqrt{m_ym_z}$ by a total $M$. The opposite flux, from metal to semiconductor, sees the barrier $\Phi$ whatever the voltage. It must balance $J_\rightarrow$ at $V=0$, which fixes its value. The net current density is

$$J=\frac{M}{2\pi^2}T^2e^{-\Phi/T}\left(e^{V/T}-1\right).$$

**The ratio and the temperature**

Let the low regions cover a fraction $f$ of the area and have barrier $\Phi_l=\Phi_h-\Delta$, where $\Phi_h$ belongs to the rest. Assume that both have the same $M$, the same temperature and the same voltage. For a total area $A$,

$$\frac{I_l}{I_h}=\frac{fA\,MT^2e^{-(\Phi_h-\Delta)/T}(e^{V/T}-1)}
{(1-f)A\,MT^2e^{-\Phi_h/T}(e^{V/T}-1)}
=\frac{f}{1-f}\,e^{\Delta/T}.$$

This is where the area, the barrier height and the voltage leave the problem. The share carried by the low regions is

$$s=\frac{I_l}{I_l+I_h}=\frac{1}{1+\dfrac{1-f}{f}e^{-\Delta/T}} .$$

Half the current means $I_l=I_h$, so

$$e^{\Delta/T}=\frac{1-f}{f},\qquad T=\frac{\Delta}{L},\qquad L=\ln\frac{1-f}{f}.$$

With $f=0.0001$ the area ratio is $(1-f)/f=9999$ and $L=9.210$. Thus

$$kT=\frac{0.2\ \text{eV}}{9.210}=0.02172\ \text{eV},$$

which corresponds to $T_{1/2}=252.0$ K. The low regions have a ten-thousandth of the area, and at this temperature the Boltzmann factor makes their current density ten thousand times larger.

To find which side of 252 K favours them, write $s=1/(1+r)$ with $r=[(1-f)/f]e^{-\Delta/T}$. Then $dr/dT=r\Delta/T^2$, and

$$\frac{ds}{dT}=-\frac{1}{(1+r)^2}\frac{r\Delta}{T^2}=-s(1-s)\frac{\Delta}{T^2},$$

because $r/(1+r)^2=s(1-s)$. The derivative is negative, so there is a single crossing, with the low regions dominant below it. In this model they carry 92 percent at 200 K and 19 percent at 300 K. At the crossing $s(1-s)=1/4$, and with the thermal energy written out the slope is $-\Delta/(4kT^2)=-L/(4T)$ per kelvin:

$$-\frac{9.210}{4\times252.0\ \text{K}}=-0.0091\ \text{K}^{-1},$$

or about 0.9 percentage points per kelvin.

The limits make sense. As $T\to0$, $s\to1$: the lower barrier wins however small its area, provided the thermionic model still holds. As $T\to\infty$, $s\to f$: the barriers no longer matter and the current follows the area. If $f\ge1/2$ there is no crossing at a finite temperature, since the low regions then have both the larger (or equal) area and the larger current density.

**What a barrier measurement would give**

Suppose you extract a barrier from the slope of $\ln(J_s/T^2)$ against $1/T$, where $J_s$ is the coefficient of $(e^{V/T}-1)$ averaged over the contact. Since $J_s/T^2$ is proportional to $fe^{-\Phi_l/T}+(1-f)e^{-\Phi_h/T}$,

$$-\frac{d\ln(J_s/T^2)}{d(1/T)}
=\frac{f\Phi_le^{-\Phi_l/T}+(1-f)\Phi_he^{-\Phi_h/T}}{fe^{-\Phi_l/T}+(1-f)e^{-\Phi_h/T}}
=\Phi_h-s\Delta .$$

For barriers of 0.80 and 0.60 eV this apparent barrier is 0.70 eV at 252 K, a value that no part of the contact has. It is $0.80-0.916\times0.2=0.62$ eV at 200 K and $0.80-0.186\times0.2=0.76$ eV at 300 K. Two constant barriers in parallel thus look like one barrier that rises with temperature.

**A worked contact**

Take n-type silicon with a (100) surface, doping $10^{16}$ cm$^{-3}$, and barriers of 0.80 and 0.60 eV. Let the contact be a disc of radius $10^6$ nm (1 mm) containing one low-barrier disc of radius $10^4$ nm. The area fraction is $(10^4/10^6)^2=0.0001$.

Rough silicon masses are $m_t=0.19$ and $m_l=0.92$. Two valleys point along the current and have transverse masses $m_t,m_t$; the other four have $m_t,m_l$. Therefore

$$M=2m_t+4\sqrt{m_tm_l}=0.38+1.67=2.05 .$$

In engineering units $M/(2\pi^2)$ becomes a Richardson constant of 246.6 A/(cm$^2$ K$^2$). At 0.1 V forward and 252 K, the low region has

$$J_l=246.6\times(251.99)^2\,e^{-0.6/0.021715}\left(e^{0.1/0.021715}-1\right)
=1.55\times10^{-3}\ \text{A/cm}^2 .$$

The high region has $1.55\times10^{-7}$ A/cm$^2$. Multiplied by their areas, both give $4.87\times10^{-9}$ A.

As a check on the derivation, the momentum integrals were also evaluated numerically for both barriers, and the temperature of equal currents was searched for. It came out as 251.992 K at 0.1 V forward and again at 0.5 V reverse, in agreement with the formula.

**Why the regions must be large**

The barrier at the interface is not the whole story, because an electron must first reach the interface. Near the edge of a low region, the neighbouring high barrier raises the electron energy inside the semiconductor and can block the way.

To size this, start with the field. A uniform donor density $N$ and relative permittivity $\varepsilon$ give a band-edge curvature $4\pi N/\varepsilon$. The energy relative to the bulk band edge is $B(1-z/W)^2$ at depth $z$, with zero slope at the depletion edge $W$. Its curvature is $2B/W^2$, so

$$W=\sqrt{\frac{\varepsilon B}{2\pi N}},\qquad F=\frac{2B}{W},$$

where $F$ is the downward slope at the interface. For the numbers here $\zeta=0.166$ eV, so the low region has $B=0.60-0.166-0.10=0.334$ eV. With $\varepsilon=11.7$ this gives $W=208$ nm and $F=0.0321$ MV/cm, which is 0.00321 eV/nm for an electron.

Now treat the edge as straight, and let $q$ be the distance from it inside the low region. The neighbour adds an energy that must vanish on the low interface, equal $\Delta$ on the high interface, and satisfy Laplace's equation, since the donor charge is already counted. The polar angle about the edge is harmonic and runs from 0 on one side to $\pi$ on the other, so the added energy inside the low region is

$$\delta U=\frac{\Delta}{\pi}\arctan\frac{z}{q}.$$

At $z=0$ it rises with slope $\Delta/(\pi q)$. Where this exceeds $F$, the energy increases on leaving the interface, and a higher barrier stands inside the semiconductor. The affected strip has width

$$q_0=\frac{\Delta}{\pi F}=\frac{0.2}{\pi\times0.00321}\ \text{nm}\approx20\ \text{nm}.$$

This ignores the response of the depletion edge, which would narrow the strip by about a tenth. The error is small because $q_0\ll W$. The strip is not completely dead. Weighting each point by the Boltzmann factor of its extra barrier gives a loss equivalent to about 11 nm of width. For a disc of radius $10^4$ nm, that is $2\times10.75/10^4$, or 0.2 percent of its current. The image force, treated below, moves the barrier top a few nanometres into the semiconductor, where the neighbour is felt farther from the edge. This raises the loss to nearly 30 nm of width, or about 0.6 percent. Either way, this disc is large in the required sense.

A narrow stripe shows the opposite case. If its half-width is $b$, two edges act at its centre, and their slopes add to $2\Delta/(\pi b)$. When $b<2\Delta/(\pi F)$, with $F$ now the field of the surrounding region and $b\ll W$, even the centre is blocked. At this doping that means half-widths of a few tens of nanometres. The same 0.01 percent divided into such stripes would carry less current than the simple formula says, and the half-share temperature would be lower. This is why the total area alone is not enough.

**How far other effects move 252 K**

If some effect multiplies the low-region current density by $g$ relative to the high-region one, the condition becomes $[f/(1-f)]\,g\,e^{\Delta/T}=1$, so

$$T=\frac{\Delta}{L-\ln g}.$$

An effect common to both regions gives $g=1$ and changes nothing. What matters is the difference between them, and the main difference here is the field: it is 0.0406 MV/cm under the high barrier and 0.0321 MV/cm under the low one. Below, the fields and correction factors are held at their values for 252 K and 0.1 V.

*Image force.* An electron at distance $x$ from the metal is attracted by its image, with energy $-1/(4\varepsilon x)$. Together with the field this gives $-1/(4\varepsilon x)-Fx$. The maximum lies where $1/(4\varepsilon x^2)=F$, that is, at $x=1/(2\sqrt{\varepsilon F})$. Each term then equals $-\tfrac12\sqrt{F/\varepsilon}$, so the barrier drops by $\sqrt{F/\varepsilon}$. The drops are 0.0224 eV for the high barrier and 0.0199 eV for the low one. The high barrier loses more, and the step shrinks to $0.2-0.0224+0.0199=0.1975$ eV. The half-share temperature falls in proportion, to 248.9 K. Because the fields depend on bias, so does this shift: the image force alone gives about 250.4 K at 0.5 V reverse and 246.8 K at 0.3 V forward, so the voltage no longer cancels exactly.

*Tunnelling.* The rounded top has curvature of magnitude $1/(2\varepsilon x^3)=4\varepsilon^{1/2}F^{3/2}$, so a stronger field makes it sharper and easier to tunnel through. I used the semiclassical transmission $1/(1+e^{2\int\kappa\,dx})$ below the top, with $\kappa=\sqrt{2m_t(U-E)}$ and $U$ the barrier energy, and its inverted-parabola continuation above. For simplicity I used the light mass $m_t$ for every valley. The two valleys that point along the current have the heavy mass $m_l$ in that direction and tunnel less, so the gains are somewhat overestimated: in this estimate the current rises by 7.8 percent for the high barrier and 5.2 percent for the low one, against about 6.6 and 4.5 percent with the proper mass for each valley. The difference changes the temperature below by only 0.1 K. Thus $g=1.0522/1.0777=0.976$ and $T=251.3$ K. The estimate leaves out quantum reflection on the metal side of the barrier, where the potential changes steeply within an electron wavelength. Reflection can outweigh the tunnelling gain and cut the current to half or less, but by nearly the same factor in both regions. The small difference that remains can reverse the sign of this shift, whose size stays around a kelvin or less.

*Drift and diffusion.* Electrons must also be supplied through the depletion layer. Let $v_D$ be the velocity with which this layer can supply the barrier top and $v_R$ the emission velocity there. Let $n_V$ be the density that would stand at the top if supply were unlimited, $n_0$ the density in equilibrium with the metal, and $n$ the actual one. Then

$$J=v_D(n_V-n)=v_R(n-n_0).$$

Dividing by the velocities and adding gives $J(1/v_D+1/v_R)=n_V-n_0$, so the ideal current $v_R(n_V-n_0)$ is divided by $1+v_R/v_D$. For constant mobility $\mu$ and a steep barrier, $v_D\approx\mu F$, so the low region suffers more. With $\mu=1500$ cm$^2$/Vs the factors are 0.928 and 0.910 for the high and low regions, which gives 251.4 K. A low-field mobility is doubtful in fields this strong: $\mu F$ comes out several times larger than the saturation velocity of electrons in silicon, about $10^7$ cm/s. If saturation limited the supply velocity to the same value in both regions, this shift would vanish. The mean free path implied by this mobility, about 45 nm, is also much longer than the 5 to 7 nm over which the band falls by $kT$, so a local drift-diffusion picture does not strictly apply. Take this shift as a rough size.

With the 0.2 percent edge loss included, these four effects together give 247.6 K; the 0.6 percent loss found with the image force would lower this by a further 0.1 K. In these estimates all four lower the temperature, although reflection could reverse the tunnelling part. The image force accounts for most of the shift.

Two other idealizations are safe here. The occupation at the top of the low barrier is about $10^{-10}$, so Boltzmann statistics are adequate. The wafer drop, estimated from a straight column 0.05 cm thick without current spreading, is $3\times10^{-5}$ V, far below $kT/e=0.0217$ V. At a much larger forward bias the drop would grow with the current, first of all beneath the low region. The two regions would then no longer share the same junction voltage, and the cancellation of $V$ would fail.

**Would a real diode do this?**

The parameters are in a realistic range. Many common silicides on n-type silicon have barriers between roughly 0.6 eV, as for titanium silicide, and somewhat above 0.8 eV, as for platinum silicide; rare-earth silicides lie well below this range. A step of 0.2 eV is therefore plausible where silicides of two different metals meet the same silicon; two phases of one silicide may differ by less. The assumption most open to doubt is that the regions differ in nothing but barrier height. If the low region's Richardson constant were half that of the rest, the ideal result would become 234 K; if it were double, 272 K. The step matters as well: $T_{1/2}$ is proportional to $\Delta$, so an error of 0.01 eV, or 5 percent, moves it by about 13 K. The "large" condition also matters: at this doping, isolated low-barrier patches with radii of a few tens of nanometres would carry much less current than the simple formula says, and even at a radius of 100 nm roughly a quarter of the current is lost, or about half once the image force is included. Recombination in the depletion layer would add a current that this share does not count. At 252 K and 0.1 V, with traps near midgap, it is only about 0.04 percent of the thermionic current for a carrier lifetime of 1 µs and about 4 percent for 10 ns. It would rival the thermionic current only for lifetimes below about a nanosecond.

So 252 K is the answer to the exercise as idealized. For the silicon contact above, "about 250 K" is as much precision as the model supports, and that still requires $\Delta$ to be well known and the Richardson constants to be equal. The main values are in the numerical output below.

## Calculated quantities

```
high barrier 0.80 eV, low barrier 0.60 eV
contact radius 1000000 nm, patch 10000 nm
area fraction of patch: 0.000100
doping 1.0e+16 cm^-3, relative permittivity 11.7
masses m_t 0.19, m_l 0.92 (electron masses)
mobility 1500 cm2/Vs, wafer thickness 0.05 cm
forward bias: 0.10 V
area ratio (1-f)/f: 9999.0
logarithm of area ratio: 9.21024
kT at half share: 0.021715 eV
half-share temperature, formula: 251.992 K
same from flux quadrature, forward 0.1 V: 251.992 K
same from flux quadrature, reverse 0.5 V: 251.992 K
share of low region at 200 K: 91.64 percent
share of low region at 252 K: 49.99 percent
share of low region at 300 K: 18.64 percent
slope of share at half: -0.914 percentage points per K
Richardson mass M: 2.052 electron masses
Richardson constant: 246.6 A/(cm2 K2)
current density low 1.551e-03, high 1.551e-07 A/cm2
current low 4.872e-09, high 4.872e-09 A
band edge above bulk Fermi level: 0.1662 eV
band bending high 0.5338, low 0.3338 eV
depletion width high 262.7, low 207.8 nm
interface field high 0.0406, low 0.0321 MV/cm
image lowering high 0.02236, low 0.01989 eV
half-share T with image force: 248.87 K
tunnelling gain high 1.0777, low 1.0522
half-share T with tunnelling: 251.34 K
diffusion factor high 0.9280, low 0.9095
half-share T with diffusion: 251.44 K
closed edge strip 19.81 nm, lost width 10.75 nm
current lost at patch edge: 0.215 percent
half-share T with edge loss: 251.93 K
half-share T with these four effects: 247.63 K
largest wafer voltage drop: 3.23e-05 V
largest occupation at barrier top: 1.00e-10
T if low Richardson constant is halved: 234.4 K
T if low Richardson constant is doubled: 272.5 K
```
